Logarithmic advance of a trap-discharge front in a dielectric

A thin insulating film between metal lines has been under voltage, and some of its traps have captured electrons. The voltage is removed. Electrons near an electrode tunnel out quickly, those deeper in the film much later, and a small current flows that fades without settling to a characteristic decay time. How far into the film has the emptied region reached after a second, and how much farther will it reach after ten years?

Let x be the depth of a trap below the electrode surface, and let its emptying rate be

W(x) = ν exp(−2κx), with κ = 5 nm⁻¹.

The answer for the front is an advance of ln(10)/(2κ) = 0.23 nm per decade of time. Lengths are in nanometres and times in seconds, except in the derivation of the rate, which uses Hartree units (ħ = m = 1).

**1. The rate and its first correction**

The wave amplitude in the barrier falls as exp(−κx), and the rate falls as its square. A one-dimensional model shows this and also shows how accurate the exponential law is.

Put the energy zero at the barrier top. The electrode fills x < 0, where the potential is −U. The trap is an attractive delta well −κδ(x−d) at depth d. Integrating the Schrödinger equation across the well gives the slope condition

ψ′(d⁺) − ψ′(d⁻) = −2κψ(d).

Far from any electrode, ψ = exp(−q|x−d|), the condition reads −2q = −2κ, and so q = κ. The trap level is E = −κ²/2. For the free electron mass and κ = 5 nm⁻¹ it lies 0.95 eV below the barrier top.

With the electrode present, the electron escapes as a wave moving to the left:

x < 0: ψ = exp(−ikx), k = √(2(E+U))
0 < x < d: ψ = A exp(qx) + B exp(−qx), q = √(−2E)
x > d: ψ ∝ exp(−qx).

Continuity of ψ and ψ′ at x = 0 requires q(A−B) = −ik(A+B), hence

B/A = r = (q+ik)/(q−ik).

Define ρ = r exp(−2qd). Just left of the well ψ′/ψ = q(1−ρ)/(1+ρ); just right of it ψ′/ψ = −q. The slope condition becomes

−q − q(1−ρ)/(1+ρ) = −2κ.

The left side equals −2q/(1+ρ), so

q = κ(1+ρ).

This q is complex, and so is E = −q²/2. Since |ψ|² varies in time as exp(2t Im E), the decay rate is

Γ = −2 Im E = Im q² = κ² Im (1+ρ)².

The small parameter is ε = exp(−2κd). To expand r, note that q² + k² = 2U is fixed. Write q = √(2U) cos θ and k = √(2U) sin θ. Then r = exp(2iθ), dq = −k dθ, and dr/dq = −2ir/k. From here on r, k and θ denote their values at q = κ. To first order q − κ = κrε, so

r(q) ≈ r[1 − 2i(κ/k)rε]
exp(−2qd) ≈ ε(1 − 2κd rε).

Their product is

ρ ≈ rε − r²ε²(2κd + 2iκ/k).

Inserting this in (1+ρ)² = 1 + 2ρ + ρ² gives, through second order,

Γ ≈ κ² Im{2rε + r²ε²[1 − 4κd − 4iκ/k]}.

The first term is the leading rate. With Im r = sin 2θ = 2κk/(κ²+k²),

Γ₀ = [4κ³k/(κ²+k²)] exp(−2κd).

This is the assumed law, with its factor 2κ and a prefactor for this model. For the second term use Im r² = sin 4θ = 2 sin 2θ cos 2θ and Re r² = cos 4θ. Dividing by 2κ²ε sin 2θ gives

Γ ≈ Γ₀(1 + cε), c = (1 − 4κd) cos 2θ − 2(κ/k) cos 4θ / sin 2θ.

Take k = √3 κ, so that θ = 60°, cos 2θ = cos 4θ = −1/2 and sin 2θ = √3/2. Then

c = (4κd − 1)/2 + 2/3.

At d = 1 nm, κd = 5 and c = 9.5 + 0.67 = 10.17. Since ε = 1/22026, the predicted correction is cε = 4.62×10⁻⁴. The complex energy found numerically from the matching condition gives Γ/Γ₀ = 1.000462, in agreement. At 2 and 3 nm the ratio is 1.000000 to the digits printed. When k is comparable to κ or larger, the expansion requires both ε and κdε to be small. When k is much smaller than κ, (κ/k)²ε must be small as well. For traps next to the electrode ε approaches 1, so the expansion fails there.

**2. The front**

Assume that each trap empties by one direct tunnelling step into vacant electrode states, with no refilling, no hopping between traps and no thermal emission. Assume also that all traps share the same κ and ν. The occupancy f then obeys df/dt = −Wf with f = 1 at t = 0, so

f(x,t) = exp[−νt exp(−2κx)].

To follow a fixed occupancy f₀ between 0 and 1, take the logarithm twice:

νt exp(−2κx) = ln(1/f₀)
ln(νt) − 2κx = ln ln(1/f₀)
x(f₀,t) = [ln(νt) − ln ln(1/f₀)]/(2κ).

The nominal front is where Wt = 1 and f = 1/e. There the double logarithm vanishes:

x_f = ln(νt)/(2κ).

Replacing t by 10t adds ln(10) to ln(νt) and leaves the other term unchanged. Every contour therefore advances by

Δ = ln(10)/(2κ) = 2.303/(10 nm⁻¹) = 0.230 nm = 4.35 bohr

per decade. Neither ν nor f₀ enters. Read the other way, an advance L costs a factor exp(2κL) in time, which is about 22 000 for one nanometre.

The profile moves without changing shape. Its width between f = 0.1 and f = 0.9 is

w = [ln ln(10) − ln ln(10/9)]/(2κ) = 0.308 nm.

The front is thus wider than its advance in one decade. It is narrow compared with a depth of 3 nm, but it is not a sharp step on the scale of Δ. Numerical integration of the rate equations on a depth grid, with the contours read from the solution, gives the same advance and width.

The correction to the tunnelling rate hardly matters here. With it, the condition Wt = 1 becomes 2κx = ln(νt) + ln(1+cε). At the front ε ≈ 1/(νt), while c grows at most in proportion to x at large depth. The shift of the front is therefore at most of order ln(νt)/(2κνt), which vanishes at long times.

**3. A decay constant that varies with depth**

A larger correction can come from a barrier that is not uniform. Let W = ν exp[−S(x)], where S increases with depth, and write τ = ln(νt). A contour satisfies

S(x) = τ − ln ln(1/f₀).

Differentiating once with respect to τ gives dx/dτ = 1/S′. Differentiating again gives d²x/dτ² = −S″/S′³. A Taylor expansion over one decade, a step of ln(10) in τ, yields

Δ ≈ ln(10)/S′ − [ln(10)]² S″/(2S′³),

with the derivatives taken at the starting depth. If the local decay constant is defined by S′ = 2κ(x) and Δ₀ = ln(10)/(2κ), this is

Δ ≈ Δ₀[1 − Δ₀κ′/(2κ)].

The relative correction is half the fractional change of κ across one step, with a minus sign: a barrier that becomes harder to cross with depth slows the front. For a single decade, the uniform formula with the local κ is adequate when κ changes little over that step. Over many decades the change of κ along the whole path must be followed. A spread of trap energies is a different case. Each energy has its own κ and its own front, and the fronts separate as time passes.

**4. Emptied charge and current**

Let the traps have uniform density N in a film much thicker than x_f, and let the field of the trapped charge be too weak to change the barrier appreciably. The second condition limits N and the film thickness D. With both electrodes at the same potential and all traps filled, the charge raises the electron energy at depth x by e²Nx(D−x)/(2ε_s), where ε_s is the permittivity of the film. For N = 10¹⁸ cm⁻³, a relative permittivity of 3.9 and x = 5 nm, this is 0.12 eV at D = 15 nm but 0.52 eV at D = 50 nm, where a uniform κ is no longer a good approximation. For level depths between 1.90 and 0.95 eV, this field lengthens the advance per decade near 1 s by 1 to 2 percent at D = 15 nm and by roughly 10 to 20 percent at D = 50 nm. The number emptied per area is N𝓛, where

𝓛(t) = ∫₀^∞ [1 − f(x,t)] dx.

Substitute s = νt exp(−2κx), so that dx = −ds/(2κs), and put M = νt:

𝓛 = (1/2κ) ∫₀^M (1 − e^(−s))/s ds.

Integrate by parts with ln s as the integral of 1/s. The lower boundary term vanishes because (1 − e^(−s)) ln s → 0 as s → 0:

2κ𝓛 = (1 − e^(−M)) ln M − ∫₀^M e^(−s) ln s ds.

The same integral taken to infinity equals −γ, where γ = 0.577 is Euler's constant. Hence

2κ𝓛 = (1 − e^(−M)) ln M + γ + ∫_M^∞ e^(−s) ln s ds.

A further integration by parts turns the last integral into e^(−M) ln M + ∫_M^∞ (e^(−s)/s) ds. The terms in e^(−M) ln M cancel, leaving

𝓛 = [ln(νt) + γ + E₁(νt)]/(2κ), E₁(M) = ∫_M^∞ (e^(−s)/s) ds.

The leading term is the front depth. The first correction, γ/(2κ) = 0.058 nm, is constant in time because the profile keeps its shape. It is the distance by which a sharp edge with the same emptied charge would lie beyond the nominal front. The remainder is smaller than e^(−M)/(2κM) and is negligible once νt ≫ 1.

The electric current density carried by the electrons entering the electrode, as a magnitude, is J = eN d𝓛/dt. Since dE₁/dM = −e^(−M)/M,

J = eN[1 − exp(−νt)]/(2κt).

For νt ≫ 1 this is J = eN/(2κt): equal charge leaves in each decade, and the current falls as 1/t. For νt ≪ 1 it tends to the constant eNν/(2κ). That early limit belongs to the assumed rate law; it depends on traps at the electrode surface, where the expansion of section 1 fails.

In a film of thickness D that discharges through one electrode, the depth integral of Wf stops at D, and s runs from νt exp(−2κD) to νt. The current becomes

J = eN{exp[−νt exp(−2κD)] − exp(−νt)}/(2κt).

The 1/t law ends when the front reaches the far side, and the current then drops exponentially. The current in an external circuit also depends on the electrostatics of the film, which is left out here. A steady bulk leakage current is a separate process; it does not follow from this discharge.

**5. Numbers**

Take round model values ν = 10¹³ s⁻¹ and N = 10¹⁸ cm⁻³. At 1 s,

x_f = ln(10¹³)/(10 nm⁻¹) = 29.93/10 nm = 2.99 nm.

The half-occupancy contour lies slightly deeper, at 3.03 nm. At 10 s the front is at 3.22 nm. Ten years is 3.16×10⁸ s, or 8.50 decades after the first second, and adds 8.50 × 0.230 nm = 1.96 nm. The front is then at 4.95 nm. Reaching 10 nm would take about 3×10³⁰ s, so within this model deep traps stay filled for any practical time.

The ten-year depth applies only if thermal emission is slower still. Let an electron escape over the barrier at the rate ν exp(−E_b/k_BT), where E_b is the depth of the level below the barrier top. With the same ν and the free-mass value E_b = 0.95 eV, this takes about 10³ s at 300 K, so such traps would empty thermally long before ten years. Holding the charge for ten years at 300 K requires E_b above k_BT ln(νt) = 1.28 eV. At fixed κ the level depth is inversely proportional to the tunnelling mass: half the free electron mass gives 1.90 eV, which is deep enough at 300 K. The required depth grows in proportion to temperature, to 1.53 eV at 358 K and 1.70 eV at 398 K. Hopping is also left out. At the chosen density some filled traps beyond the ten-year front have an emptied neighbour within 5 nm, and hopping to it could empty them sooner. For randomly placed traps this concerns about one in five at a depth of 5 nm and one in twenty at 8 nm; together these traps hold about as much charge as two decades of advance.

The density emptied by 1 s is

N𝓛 = 10¹⁸ cm⁻³ × (29.93 + 0.58)/10 × 10⁻⁷ cm = 3.05×10¹¹ cm⁻²,

and each later decade adds 2.30×10¹⁰ cm⁻². The current density at 1 s is

J = (1.602×10⁻¹⁹ C)(10¹⁸ cm⁻³)(10⁻⁸ cm)/(1 s) = 1.6×10⁻⁹ A/cm².

The absolute depth is less certain than the advance. The trap model of section 1 with k = √3 κ has the prefactor 5.0×10¹⁵ s⁻¹, about 500 times the chosen ν. Using it would move the whole front deeper into the film by ln(501)/(10 nm⁻¹) = 0.62 nm, as much as 2.7 decades of waiting, and would leave the advance per decade at 0.23 nm. Under the assumed rate law the advance depends on κ alone and is inversely proportional to it, so a 10 percent error in κ changes it by about 10 percent. A point-like trap in three dimensions departs slightly from this law, because its wave also spreads sideways. At the electrode |ψ|² is then proportional to exp(−2κx)/x² and covers a spot of area about πx/κ, so the rate gains a factor proportional to 1/x. In section 3 this means S′ = 2κ + 1/x, which lowers the advance at a depth of 3 nm by about 3 percent when k is not small compared with κ. Image-force lowering of the barrier near the electrode, also left out, acts the other way: a simple estimate lengthens the advance by 1 to 3 percent and moves the front a few tenths of a nanometre deeper. The numerical output lists the front depths at further times.

Table of computed values

```
kappa = 5.0 1/nm
chosen prefactor nu = 1.0e+13 1/s
chosen trap density N = 1.0e+18 1/cm^3
barrier above trap level, free mass = 0.952 eV
advance per decade, formula = 0.2303 nm
advance per decade, formula = 4.351 bohr
advance per decade, rate equations, smallest = 0.2303 nm
advance per decade, rate equations, largest = 0.2303 nm
10-90 percent front width, formula = 0.3084 nm
10-90 percent front width at 1 s, rate equations = 0.3084 nm
half-occupancy depth at 1 s, rate equations = 3.0300 nm
front depth (W t = 1) at 1e-6 s = 1.612 nm
front depth (W t = 1) at 1e-3 s = 2.303 nm
front depth (W t = 1) at 1 s = 2.993 nm
front depth (W t = 1) at 10 s = 3.224 nm
front depth (W t = 1) at 1e3 s = 3.684 nm
front depth (W t = 1) at ten years = 4.950 nm
ten years = 3.156e+08 s
decades from 1 s to ten years = 8.50
advance from 1 s to ten years = 1.957 nm
time factor for 1 nm of advance = 22026
time for front to reach 10 nm = 2.69e+30 s
emptied traps per area at 1 s = 3.051e+11 1/cm^2
emptied traps per area per decade = 2.303e+10 1/cm^2
current density at electrode at 1 s = 1.602e-09 A/cm^2
trap model: log-rate slope, 2 to 3 nm = 10.00000 1/nm
trap model: numerical rate / formula at 1 nm = 1.000462
trap model: numerical rate / formula at 2 nm = 1.000000
trap model: numerical rate / formula at 3 nm = 1.000000
trap model: electrode wave number / kappa = 1.7321
trap model: prefactor = 5.01e+15 1/s
front shift if model prefactor replaces nu = 0.622 nm
```
